Magnetic Anisotropy from Orbital-Moment Anisotropy with Filled Majority Bands, part 1

(Sections cited here and not found follow in the second part.)

## The relation and its derivation

In a ferromagnet whose majority d bands are full, the spin-orbit energy that fixes the easy axis can be read from the orbital moment, provided that one class of virtual transitions, the spin flips, is left out. Let ξ be the spin-orbit constant of the magnetic atom and n the unit vector along which the spins are aligned. To second order in ξ the energy per atom that depends on n is

E(n) = −(ξ/4) ⟨L·n⟩,   (1)

where L is the orbital angular momentum in units of ħ. For a film with normal z, the anisotropy energy is therefore

K ≡ E(x) − E(z) = (ξ/4μ_B) [m_orb(z) − m_orb(x)].   (2)

Here m_orb(n) = μ_B⟨L·n⟩ is the orbital moment found when the spins lie along n, and μ_B is the Bohr magneton. It is counted positive when it is parallel to the spin moment. A positive K means that the spin-orbit energy favours magnetization along the normal, as a perpendicular memory cell requires. For the film to be magnetized that way, K must also outweigh the magnetic dipole energy, which favours the plane. Within the stated approximation the spin-orbit energy is lower along the axis with the larger orbital moment.

The Hamiltonian of one electron is

H = h − Δ P↑(n) + ξ L·S,   P↑(n) = ½ + n·S.   (3)

The operator h contains the kinetic energy, the crystal potential and the scalar relativistic terms. It acts on the orbital motion alone and does not depend on n. The projector P↑(n) selects spin up along n, so the exchange splitting Δ lowers the majority levels from ε_i to ε_i − Δ and leaves the minority levels at ε_i. The spin S is also in units of ħ. The spin-orbit term acts within the d shell of each atom, and there is one magnetic species, so a single ξ appears.

Two further assumptions enter here. The spins are collinear, and h and Δ are held frozen when n is turned. The difference of band energies then stands for the difference of total energies, and the response of the electron density to the spin-orbit term is left out. Energies are given in eV and its decimal fractions.

To separate the spin-conserving part of L·S from the rest, choose unit vectors a and b such that a, b, n form a right-handed set, and define L± = L_a ± iL_b and S± = S_a ± iS_b. Multiplying out gives

L₊S₋ = L_aS_a + L_bS_b + i(L_bS_a − L_aS_b),
L₋S₊ = L_aS_a + L_bS_b − i(L_bS_a − L_aS_b).

Half the sum of these two lines is L_aS_a + L_bS_b, so

L·S = L_nS_n + ½(L₊S₋ + L₋S₊).   (4)

The first term keeps the spin along n, with S_n = +½ for majority and −½ for minority electrons. The second term reverses it. Within the minority bands the perturbation is thus −(ξ/2)L_n, and within the majority bands it is +(ξ/2)L_n.

The first-order energy vanishes. The operator L = −i r×∇ changes sign under complex conjugation, whereas h, which has time-reversal symmetry in its orbital part, does not. If φ is an eigenfunction of h, then φ* is one too, at the same energy, and

⟨φ*|L_n|φ*⟩ = −⟨φ|L_n|φ⟩.

In a crystal the two partners are the Bloch states at k and −k. They are equally occupied, so their contributions cancel. Where a state can be chosen real, it is its own partner and its orbital moment is zero. This is the quenching of the orbital moment by the crystal, and it is the reason why the anisotropy starts at second order.

Consider first a zero-temperature system with a gap between occupied levels o and unoccupied levels u. For a perturbation V, second-order theory lowers or raises each occupied level by a sum over all other levels j, and the total is

E₂ = Σ_o Σ_{j≠o} |⟨j|V|o⟩|²/(ε_o − ε_j).

If j is itself occupied, the pair appears twice with the same numerator and opposite denominators, and the two terms cancel. What remains is

E₂ = −Σ_{o,u} |⟨u|V|o⟩|²/(ε_u − ε_o).   (5)

The cancellation expresses the exclusion principle: an electron cannot make a virtual transition into an occupied state. It also shows at once what filled majority bands do. They offer no empty majority state, so their spin-conserving energy is zero.

For the minority bands, inserting V = −(ξ/2)L_n into (5) gives

E↓↓(n) = −(ξ²/4) Q(n),   Q(n) = Σ_{o,u} |⟨u|L_n|o⟩|²/(ε_u − ε_o).   (6)

The sum Q runs over minority levels and is positive. The orbital moment contains the same sum. To first order, each occupied state becomes

|o′⟩ = |o⟩ + Σ_{j≠o} |j⟩ ⟨j|V|o⟩/(ε_o − ε_j).

The expectation value of L_n, summed over occupied states and kept to first order in ξ, is then

⟨L_n⟩ = 2 Re Σ_o Σ_{j≠o} ⟨o|L_n|j⟩⟨j|V|o⟩/(ε_o − ε_j).

With V = −(ξ/2)L_n the numerator is −(ξ/2)|⟨j|L_n|o⟩|². Pairs of occupied states cancel as before, and the factor 2 removes the ½:

⟨L_n⟩↓ = −ξ Σ_{o,u} |⟨u|L_n|o⟩|²/(ε_o − ε_u) = ξ Q(n).   (7)

The sign is positive. The minority electrons have their spins along −n, and the coupling ξL·S with ξ > 0 favours an orbital momentum opposite to each electron's own spin, which is +n. The net spin, set by the majority, also points along +n. Orbital and spin moments are therefore parallel, as in the second half of an atomic shell.

Spin-flip admixtures do not alter (7). They add to a minority state some majority component and vice versa, but L_n is diagonal in spin, so its matrix element between the original state and the admixture is zero. Their first effect on the orbital moment is of order ξ². In the energy, by contrast, they enter at the same order as (6), and dropping them is a true approximation.

Eliminating Q between (6) and (7) gives E↓↓ = −(ξ²/4)(⟨L_n⟩/ξ) = −(ξ/4)⟨L_n⟩, which is (1). Subtracting its value for n = z from that for n = x gives (2). Neither the level energies nor the matrix elements survive in the result. An orbital-moment difference of 0.1 μ_B corresponds to 0.025 ξ, whatever the band structure that produced it.

A metal has no gap, and the sum in (5) may contain arbitrarily small denominators. A second derivation covers this case at finite temperature. Let the minority electrons have the Hamiltonian

H↓(ξ) = h − (ξ/2) L_n,

with fixed number N and temperature T. With levels ε_i(ξ) and chemical potential μ, the free energy is

F = Ω + μN,   Ω = −kT Σ_i ln[1 + exp((μ − ε_i)/kT)].

The derivative of Ω with respect to a level is its Fermi occupation f_i, and its derivative with respect to μ is −N. When ξ changes at fixed N, the terms containing dμ/dξ are thus −N + N = 0. The derivative of each level is the expectation value of ∂H↓/∂ξ = −L_n/2. Hence

dF/dξ = −½ ⟨L_n⟩.   (8)

Complex conjugation turns H↓(ξ) into H↓(−ξ) and reverses L_n, so ⟨L_n⟩ is an odd function of ξ:

⟨L_n⟩ = χξ + cξ³ + …

Integrating (8) from zero gives

F(ξ) − F(0) = −χξ²/4 − cξ⁴/8 − …,

while the right-hand side of (1) is

−(ξ/4)⟨L_n⟩ = −χξ²/4 − cξ⁴/4 − …   (9)

The two agree at second order. The factor ¼ has a plain origin: one ½ is the spin of the electron, and the other comes from integrating a moment that grows in proportion to the coupling. The first disagreement is of fourth order, and there the correction to the moment formula is twice the correction to the energy.

The thermal form of the second-order sum follows from the same reasoning. For a perturbation λV, the expectation value of V changes through the admixture of states and through the shift of occupations. The admixture contributes

λ Σ_i f_i Σ_{j≠i} 2|V_ij|²/(ε_i − ε_j) = λ Σ_{i≠j} |V_ij|² (f_i − f_j)/(ε_i − ε_j),

where the second form comes from exchanging the names i and j in half of the sum. The shift of occupations adds the terms i = j, with the quotient replaced by the derivative of f. Degenerate levels are treated in the same way. Integrating over λ from 0 to 1 gives

E₂ = ½ Σ_{i,j} |V_ij|² (f_i − f_j)/(ε_i − ε_j).   (10)

At zero temperature with a gap, each pair o, u occurs twice and (10) returns to (5). The expression was obtained at fixed μ, but it also holds at fixed N. The number of electrons has no first-order change, by the same cancellation between k and −k, so μ shifts by an amount of order ξ². Since Ω + μN is stationary in μ, this shift alters F at order ξ⁴.

The limit of validity can be seen in two levels. Take one minority electron in an xz orbital, with an empty yz orbital higher by D. The operator L_z = −i∂/∂φ turns cos φ into i sin φ, so it connects the two with a matrix element of magnitude 1, and H↓ has the off-diagonal element ξ/2 in magnitude. With s = √(D² + ξ²), the lower level is −s/2, and (8) gives the moment:

F(ξ) − F(0) = −(s − D)/2,   ⟨L_z⟩ = ξ/s.

Because ξ² = (s − D)(s + D), the ratio of the true energy to the value −(ξ/4)⟨L_z⟩ is

[(s − D)/2] / [ξ²/(4s)] = 2s/(s + D).

For D ≫ ξ the ratio is 1. For D = 0 it is 2: the orbital moment has saturated at one unit, no longer grows with ξ, and the ½ from the integration is lost. Relation (1) therefore needs levels that are split by much more than ξ, or a temperature that smooths the occupations of close levels over a range wider than ξ, or so few close levels that they carry little weight.

The condition of filled majority bands can be relaxed, at a price. An open majority band has the perturbation +(ξ/2)L_n. Its energy is −(ξ²/4)Q↑, with Q↑ the corresponding sum over majority levels, but its orbital moment has the opposite sign, ⟨L_n⟩↑ = −ξQ↑. The spin-conserving energy becomes

E(n) = −(ξ/4) [⟨L_n⟩↓ − ⟨L_n⟩↑].   (11)

The energies of the two spin channels add, whereas their moments oppose each other. A measurement of the total orbital moment gives the sum of the two moments and no longer determines the energy.

A numerical case shows the size of the error. In the d-band monolayer defined in the second half, with Δ reduced to 0.40 eV so that the majority band is open, ξ set to 1 meV and the spins along z, the moments are ⟨L_z⟩↓ = 2.469×10⁻³ and ⟨L_z⟩↑ = −1.217×10⁻³. Their difference is 3.686×10⁻³, and (11) gives

E = −0.25 meV × 3.686×10⁻³ = −922 neV.

Diagonalization of the spin-conserving Hamiltonian gives the same −922 neV. The total moment, 1.252×10⁻³, would give −313 neV, about one third of the true value. In this case the filled majority band is thus essential to the simple form (1).

With full majority bands and spin flips left out, the anisotropy energy to second order in ξ follows from the difference of the orbital moments, whatever the band structure. What remains is to find the energy of the omitted spin flips and to test the relation on a cobalt-like model layer.

All numerical values are calculated from the stated model.
